# Why vacuum-boundary dipole fluctuations cannot go into the conducting-boundary formula

**Q:** I simulate a water-like liquid of rigid, nonpolarizable dipoles in a periodic cubic cell, with Ewald sums and vacuum boundaries. From the total cell dipole $\mathbf M$ I form, in SI units,

$$G=\frac{\langle M^2\rangle}{3\varepsilon_0Vk_BT},$$

and report $k=1+G$. Fluctuations belong to the liquid, so the boundary far away should not matter. My results stay below 4, so I blame the dipole model.

**A:** The model may be innocent. Which field do you think $G$ describes the response to?

**Q:** The field in the liquid, surely. Isn't that what the fluctuation theorem says?

**A:** Let us derive it. Add a weak uniform field $E_0$ along $z$, entering the energy as $-M_zE_0$. To first order the Boltzmann factor gains $1+M_zE_0/k_BT$. With $\langle M_z\rangle=0$ at zero field, the normalization does not change at this order, and

$$\langle M_z\rangle_{E_0}=\frac{E_0\langle M_z^2\rangle}{k_BT}=\frac{E_0\langle M^2\rangle}{3k_BT}.$$

The last step uses isotropy. Dividing by $V$ gives the polarization $P$, so

$$G=\frac{P}{\varepsilon_0E_0}.$$

This $E_0$ is the applied field. The permittivity is defined with the Maxwell field $E$, the macroscopic average inside the material:

$$P=\varepsilon_0(k-1)E.$$

Your formula $k=1+G$ needs $E=E_0$.

**Q:** When does that hold, and what does "boundary" mean in a cell that repeats for ever?

**A:** The sum over dipolar replicas converges conditionally, so its value depends on how it is taken. The usual prescription builds a very large sphere of replicas and surrounds it with a medium of permittivity $k'$. Conducting means $k'\to\infty$; vacuum means $k'=1$.

Every replica carries the same $\mathbf M$, so the sphere is uniformly polarized. Let its radius be $a$ and its own field inside be $E_p$. The potential is $-E_pr\cos\theta$ inside and $B\cos\theta/r^2$ outside. Continuity of the potential at $r=a$ gives $B=-E_pa^3$. Continuity of the normal displacement gives

$$\varepsilon_0E_p+P=\frac{2k'\varepsilon_0B}{a^3}=-2k'\varepsilon_0E_p,$$

and therefore

$$E_p=-\frac{P}{\varepsilon_0(2k'+1)}.$$

A conductor removes this depolarizing field, so $E=E_0$ and $k=1+G$. In vacuum the field survives however large the sphere is, because its strength does not contain $a$:

$$E=E_0-\frac{P}{3\varepsilon_0}=E_0\left(1-\frac G3\right).$$

**Q:** Then what should I have done with my vacuum data?

**A:** Divide the polarization by the field that is really inside:

$$k-1=\frac{P}{\varepsilon_0E}=\frac{G}{1-G/3},\qquad k=\frac{1+2G/3}{1-G/3}.$$

To solve for $G$, multiply the first relation by $1-G/3$. This gives $k-1=G[1+(k-1)/3]=G(k+2)/3$, so

$$G=\frac{3(k-1)}{k+2}.$$

Your misuse therefore reports

$$k_{\rm app}=1+G=\frac{4k-1}{k+2}=4-\frac{9}{k+2}.$$

For a true $k=80$ this is $4-9/82=3.89$. True values of 60 and 100 give 3.85 and 3.91, so the apparent value hardly distinguishes strongly polar liquids. The ceiling of 4 comes from the factor $1/3$ of the sphere. Replicas summed as a thin slab have $E=E_0-P/\varepsilon_0$ along the normal, so that component gives $G=(k-1)/k$ and a ceiling of 2. Near $k=1$ the misuse does little harm: with $\delta=k-1$, $G=\delta/(1+\delta/3)\approx\delta-\delta^2/3$. At $k=5$ the apparent value is already down to 2.71.

**Q:** I see the response argument. But I measured fluctuations with no field applied. How can a distant surface change those?

**A:** A spontaneous dipole also polarizes the whole sphere, since all replicas fluctuate together. Building it up against its own depolarizing field costs, per cell,

$$U_s=-\int_0^M E_p\,dM'=\int_0^M\frac{M'\,dM'}{\varepsilon_0V(2k'+1)}=\frac{M^2}{2\varepsilon_0V(2k'+1)}.$$

For vacuum this is $M^2/(6\varepsilon_0V)$. It suppresses large cell dipoles.

Take the cell large enough for $\mathbf M$ to be Gaussian. With conducting boundaries each component has variance $\varepsilon_0Vk_BT(k-1)$. Multiplying that Gaussian by $e^{-U_s/k_BT}$ gives the weight

$$\exp\left\{-\frac{M^2}{2\varepsilon_0Vk_BT}\left[\frac1{k-1}+\frac1{2k'+1}\right]\right\}.$$

The new variance of a component is $\varepsilon_0Vk_BT\,G$, so $1/G$ equals the bracket:

$$\frac1G=\frac{2k'+k}{(k-1)(2k'+1)},\qquad G=\frac{(k-1)(2k'+1)}{2k'+k}.$$

Setting $k'=1$ recovers the vacuum result, and $k'\to\infty$ gives $G=k-1$.

**Q:** Could you put numbers on a cell like mine?

**A:** Take 512 molecules at 298 K, with a rough density of 33.4 nm⁻³ and a rough dipole of 2.4 D. The volume is $512/33.4=15.33$ nm³, an edge of 2.48 nm. I assume a true $k=80$; these figures follow from that assumption and from a Gaussian $\mathbf M$, not from a simulation of water. In a cell this small, saturation of the dipoles would lower the conducting $1+G$ slightly: a free-dipole estimate of the effect gives 77.7, while the vacuum $1+G$ stays at 3.89.

With conducting boundaries $G=79$, and the root-mean-square cell dipole $\sqrt{3\varepsilon_0Vk_BT\,G}$ is 109 D. With vacuum boundaries $G=3\times79/82=2.89$, and it is 20.9 D. The mean squares differ by the factor $(k+2)/3=27.3$.

Dividing $\langle M^2\rangle$ by $N\mu^2$, its value for $N$ independent dipoles $\mu$, shows the same thing. Since $n\mu^2/(3\varepsilon_0k_BT)=19.59$ at number density $n$, the ratio is $G/19.59$: 4.03 for conducting boundaries and 0.148 for vacuum. If the sphere sits in a medium with its own permittivity, $k'=k$, then $G=53.0$ and the ratio is 2.71. A vacuum ratio below one therefore does not show that neighbouring molecules oppose each other. The surface energy has restrained their sum.

**Q:** That is all continuum reasoning. Does it survive in a system with actual dipoles?

**A:** Here is a small case: 64 rigid dipoles on a periodic simple cubic lattice of spacing $b$, with $\mu^2/(4\pi\varepsilon_0b^3k_BT)=0.5$. It is not a liquid, and its $k$ is far below 80, but it has the same electrostatics. I sampled it by heat-bath Monte Carlo under both boundaries, with a weak field $\mu E_0/k_BT=0.15$ along $z$. Fluctuations were taken across the field and the response along it.

| Run and reading | $k$ |
|---|---:|
| conducting, $1+G$ | 4.27 |
| vacuum, $P$ divided by the Maxwell field | 4.29 |
| vacuum, fluctuations in the vacuum formula | 4.30 |
| vacuum, fluctuations in $1+G$ | 2.57 |

The first three agree to within 1 %. They are not converged in cell size: with 216 dipoles at zero field, both boundaries give about 4.36, against 4.28 (conducting) for 64 dipoles at zero field. The fourth is the misuse, and $4-9/(4.27+2)=2.56$ predicts it closely.

**Q:** So I can keep my vacuum runs and change the formula?

**A:** In principle, yes. At large $k$ the price is statistical. Write $G=3-9/(k+2)$; then $dG/dk=9/(k+2)^2$, and

$$\frac{dk}{dG}=\frac{(k+2)^2}{9}\approx747\quad\text{at }k=80.$$

Suppose you have 1000 independent samples of $\mathbf M$. The square of a Gaussian component, divided by its mean, has variance 2. Averaging 3000 such squares gives $\langle M^2\rangle$ a relative standard error of $\sqrt{2/3000}=2.58\,\%$. With conducting boundaries, $k=80\pm2.0$. With vacuum boundaries, moving $G$ down or up by one standard error gives $k=47$ or $k=254$. In 4000 synthetic sets of Gaussian samples, 7.4 % had $G>3$ and returned a negative $k$.

This comparison fixes the number of independent samples. Equal simulated time is a different comparison, because the correlation time of $\mathbf M$ can also depend on the boundary.

**Q:** What if I make the opposite slip, and put conducting data into the vacuum formula?

**A:** With $G=79$ you get $(1+52.67)/(1-26.33)=-2.12$. That error announces itself whenever $G>3$, that is for $k>4$; below that it does not, and a true $k=3$ comes out as 7. Yours never turns negative: for any true $k>1$ it returns a number between 1 and 4.

Before correcting anything, find out whether your code really includes the term $M^2/(6\varepsilon_0V)$. An Ewald sum without a surface term is the conducting case, whatever the input file calls it, and then $1+G$ is right.

**Q:** Does the ceiling of 4 also hold for polarizable molecules?

**A:** The value 4 belongs to the nonpolarizable case; the ceiling shifts, and which way depends on the formula misused. Let $k_\infty$ be the electronic permittivity. Split the polarization, divided by $\varepsilon_0$, into two parts: $p$ follows the molecular orientations and includes the electronic dipoles that go with them at zero Maxwell field, while $q$ is the further electronic response to the Maxwell field. A Maxwell field $E$ gives $p=(k-k_\infty)E$ and $q=(k_\infty-1)E$, which fixes the first two terms of the energy below; the third is the surface term. In vacuum the energy per cell is

$$\varepsilon_0V\left[\frac{p^2}{2(k-k_\infty)}+\frac{q^2}{2(k_\infty-1)}+\frac{(p+q)^2}{6}\right].$$

The electrons follow at the minimum over $q$:

$$\frac{q}{k_\infty-1}+\frac{p+q}{3}=0,\qquad q=-\frac{k_\infty-1}{k_\infty+2}\,p,\qquad p+q=\frac{3p}{k_\infty+2}.$$

Multiplying the minimum condition by $q/2$ shows that $q^2/[2(k_\infty-1)]+q(p+q)/6=0$. What remains of the last two energy terms is $p(p+q)/6=p^2/[2(k_\infty+2)]$. The variance of a component of $p$, in units of $k_BT/(\varepsilon_0V)$, is thus

$$\left[\frac1{k-k_\infty}+\frac1{k_\infty+2}\right]^{-1}=\frac{(k-k_\infty)(k_\infty+2)}{k+2}.$$

The total polarization is $p$ times $3/(k_\infty+2)$, so multiply by the square of that factor:

$$G=\frac{9(k-k_\infty)}{(k_\infty+2)(k+2)}.$$

For polarizable molecules the conducting formula is $k=k_\infty+G$. With a rough $k_\infty=1.8$ and $k=80$, the vacuum $G$ is 2.26. Put into $k_\infty+G$ it gives 4.06, with ceiling $k_\infty+9/(k_\infty+2)=4.17$; put into your $1+G$ it gives 3.26, with ceiling 3.37. The mistake is as severe either way.

**Q:** I wanted $k$ to estimate what moisture does to a porous low-k film. Would 3.89 instead of 80 matter there?

**A:** Yes. Take a film in which spherical pores, empty when dry, make up 5 % of the volume and fill with water of permittivity $k_w$. Let the material around these pores have $k_d=2.5$. Model the film by a water core in a shell of that material, with outer radius 1 and a core that takes the fraction $f=0.05$ of the volume. Set the core field to 1 and write the shell potential as $-(Br+C/r^2)\cos\theta$. Continuity of potential and normal displacement at the core gives

$$B+\frac Cf=1,\quad B-\frac{2C}f=\frac{k_w}{k_d}\;\Rightarrow\; B=\frac{2+k_w/k_d}{3},\quad C=\frac f3\left(1-\frac{k_w}{k_d}\right).$$

The coated sphere leaves a uniform outside field undisturbed if the surroundings have

$$k_{\rm film}=k_d\,\frac{B-2C}{B+C}.$$

For $k_w=80$, $B=11.33$ and $C=-0.517$, so $k_{\rm film}=2.5\times12.37/10.82=2.86$. For $k_w=3.89$ it is 2.56. With empty pores, $k_w=1$, the same formula gives 2.41 for the dry film. The moisture-induced rise is therefore 0.45 in the first case and 0.15 in the second, so for spherical pores the false value understates it threefold. The factor depends on pore shape: it is 1.4 for layers in series and 27 for layers in parallel.

**Q:** How close is that to a real interlayer dielectric?

**A:** A dry $k$ near 2.4 is roughly typical of porous organosilicate films; the 5 % water filling is a round choice. The weakest assumptions are bulk water and spherical pores, since real pores can be only a few molecules across. If water held by the walls had $k_w=10$, the film would have $k=2.69$, about 60 % of the rise. For arbitrary pore shape and $k_w=80$, layers in series and in parallel bound the film's $k$ between 2.63 and 6.4. For isolated spherical pores heating matters little: $k_w=60$ gives 2.85. Field saturation is also small for them. At 1 MV/cm across the film, the pore field is $1/(B+C)$ of that, 0.092 MV/cm, and it aligns the dipoles to about 2.4 % of full polarization. Neither statement carries over to pores connected along the field. In the parallel limit $k_w=60$ lowers the film's $k$ from 6.4 to 5.4, and the water sees the full 1 MV/cm, for which the linear estimate of alignment is 26 % and saturation can no longer be neglected. So the correct boundary formula, once converged in cell size and sampling, gives you the model's bulk $k$; whether bulk $k$ describes water in your pores is a separate question.
